# Clausius–Mossotti from the RPA: Lorentz Field and Atomic Depolarization

An fcc lattice of model atoms, described fully below, has a static dielectric constant of 1.919 if the local-field terms of the RPA are dropped. With all of them kept it is 1.429. Yet the Lorentz field, itself a local-field effect, should strengthen the polarization of a cubic crystal, not weaken it. The resolution is that the local-field terms contain two things. One is the screening of each atom by its own induced charge, which brings the constant down to 1.375. The other is the Lorentz field of the remaining atoms, which raises it to 1.429. The second contribution turns the RPA into the Clausius–Mossotti relation, provided that the polarizability in that relation already includes the first.

## The setting

Hartree atomic units and Gaussian electrostatics are used, without retardation. One closed-shell spherical atom sits in each primitive cell, of volume $\Omega$, of an sc, bcc or fcc lattice. Electrons do not move between atoms, so the irreducible polarizability is a sum of atomic ones,

$$P(\mathbf r,\mathbf r')=\sum_{\mathbf R}P_a(\mathbf r-\mathbf R,\mathbf r'-\mathbf R).$$

Induced densities stay within disjoint spheres of radius $b$ and have $l=1$ angular form.

The response $\chi$ gives the change of electron number density caused by an external potential energy. In the RPA

$$\chi=P+Pv\chi,\qquad \epsilon^{-1}=1+v\chi,\qquad \epsilon_M=\lim_{q\to0}\frac{1}{[\epsilon^{-1}]_{00}}.$$

Split $v=v_0+\bar v$, where $v_0=4\pi/q^2$ acts on the component $\mathbf G=0$ and $\bar v$ on the others. The Dyson equation becomes $(1-P\bar v)\chi=P(1+v_0\chi)$. With

$$\bar\chi=P+P\bar v\bar\chi=(1-P\bar v)^{-1}P,$$

this reads $\chi=\bar\chi(1+v_0\chi)$. Its head is $\chi_{00}=\bar\chi_{00}/(1-v_0\bar\chi_{00})$, so $1+v_0\chi_{00}=1/(1-v_0\bar\chi_{00})$ and

$$\epsilon_M=1-\lim_{q\to0}\frac{4\pi}{q^2}\bar\chi_{00}(\mathbf q).\tag{1}$$

Dropping local fields means replacing $\bar\chi$ by $P$ here. The local-field terms are therefore all the effects of $\bar v$.

An electron in a field $\mathbf E$ has potential energy $+\mathbf E\cdot\mathbf r$, because its charge is $-1$. For the same reason its electric dipole is $-\int\mathbf r\,\delta n$. The polarizabilities of the free atom without and with self-screening are thus

$$\alpha_0=-\iint z\,P_a\,z',\qquad \alpha=-\iint z\,\chi_a\,z',\qquad \chi_a=P_a+P_av\chi_a.$$

## First derivation: a sum over reciprocal vectors

Let each atom have two electrons in an orbital $\phi_s$ and one set of empty orbitals $\phi_{p_i}$, higher by $\Delta$. With $\rho_i=\phi_s\phi_{p_i}$,

$$P_a=-\Pi\sum_i\rho_i(\mathbf r)\rho_i(\mathbf r'),\qquad \Pi=\frac{4\Delta}{\Delta^2-\omega^2}.$$

The resonant and antiresonant terms together give $2\Delta/(\omega^2-\Delta^2)$, and spin doubles this.

Since $\rho_i=r_i\,g(r)$, it can be written as a gradient:

$$\rho_i=-d\,\partial_if,\qquad f(r)=\frac1d\int_r^\infty s\,g(s)\,ds,\qquad d=\int r_i\rho_i .$$

Integrating $-d\int r_i\partial_if$ by parts gives $d\int f$, so $\int f=1$. The profile $f$ is spherical and vanishes beyond $b$. Its Fourier transform satisfies $f(\mathbf k=0)=1$, and $\rho_i(\mathbf k)=-i\,d\,k_if(k)$. It also follows that $\alpha_0=\Pi d^2$.

In the crystal, $P_{\mathbf G\mathbf G'}=-(\Pi/\Omega)\sum_i\rho_i(\mathbf q+\mathbf G)\rho_i^*(\mathbf q+\mathbf G')$. Try the form

$$\bar\chi_{\mathbf G\mathbf G'}=-\frac1\Omega\sum_{ij}\rho_i(\mathbf q+\mathbf G)\,X_{ij}\,\rho_j^*(\mathbf q+\mathbf G').$$

Inserting it in $\bar\chi=P+P\bar v\bar\chi$ gives $X=\Pi-\Pi WX$, or $X^{-1}=\Pi^{-1}+W$. For $q\to0$,

$$W_{ij}=\frac1\Omega\sum_{\mathbf G\ne0}\rho_i^*(\mathbf G)\frac{4\pi}{G^2}\rho_j(\mathbf G)
=\frac{4\pi d^2}{\Omega}\sum_{\mathbf G\neq0}\frac{G_iG_j}{G^2}|f(G)|^2 .$$

Cubic symmetry removes the off-diagonal elements and makes the diagonal ones equal. As $\sum_iG_i^2/G^2=1$, each equals one third of the trace:

$$W_{ij}=\delta_{ij}\,\frac{4\pi d^2}{3\Omega}\sum_{\mathbf G\ne0}|f(G)|^2 .$$

The function $|f|^2$ is the transform of the convolution $f*f$, so Poisson summation gives

$$\frac1\Omega\sum_{\mathbf G}|f(G)|^2=\sum_{\mathbf R}(f*f)(\mathbf R)=\int f^2\,d^3r .\tag{2}$$

The last equality is where nonoverlap enters: $(f*f)(\mathbf R)=\int f(\mathbf r)f(\mathbf r-\mathbf R)\,d^3r$ vanishes for $\mathbf R\neq0$. Removing the term $\mathbf G=0$, which is $1/\Omega$, leaves

$$W=d^2\left(S-\frac{4\pi}{3\Omega}\right),\qquad S=\frac{4\pi}{3}\int f^2\,d^3r .\tag{3}$$

For the free atom the same algebra applies, with $W$ replaced by the self-interaction

$$\iint\frac{\rho_i\rho_j}{|\mathbf r-\mathbf r'|}=d^2\int\frac{d^3k}{(2\pi)^3}\frac{4\pi k_ik_j}{k^2}|f(k)|^2=\delta_{ij}\,d^2S,$$

by angular averaging and Parseval's theorem. Hence $1/\alpha=1/\alpha_0+S$. The first term of (3) is the atom's own depolarization. The second is the field of all other atoms with its macroscopic part removed: the crystal sum lacks the term $\mathbf G=0$, which is carried by $v_0$. The bare dipole sum over the other atoms depends on the shape of the sample and vanishes for a sphere; this difference does not depend on shape.

The head is $\bar\chi_{00}=-q^2\tilde\alpha/\Omega$ with $\tilde\alpha=d^2/(\Pi^{-1}+W)$, that is,

$$\frac1{\tilde\alpha}=\frac1{\alpha_0}+S-\frac{4\pi}{3\Omega}=\frac1\alpha-\frac{4\pi}{3\Omega}.\tag{4}$$

Put $x=4\pi\alpha/(3\Omega)$. Then $\tilde\alpha=\alpha/(1-x)$, and (1) gives

$$\epsilon_M=1+\frac{4\pi\tilde\alpha}{\Omega}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.$$

So $\epsilon_M-1=3x/(1-x)$ and $\epsilon_M+2=3/(1-x)$, whose ratio is the Clausius–Mossotti relation

$$\boxed{\frac{\epsilon_M-1}{\epsilon_M+2}=\frac{4\pi\alpha}{3\Omega}}\tag{5}$$

For a dilute lattice, $x\ll1$, it reduces to $\epsilon_M\simeq1+4\pi\alpha/\Omega$.

### The numbers

The model atom has $\phi_s\propto1-r^2/b^2$ and $\phi_{p_i}\propto r_i(1-r^2/b^2)$ inside $b=3$ bohr, and $\Delta=0.3$ hartree. Then $g\propto(1-r^2/b^2)^2$, and one integration gives $f\propto(1-r^2/b^2)^3$. Radial quadrature yields $d=1.000$ and $\int f^2=0.02597$ bohr$^{-3}$. Therefore

$$\alpha_0=\frac{4d^2}{\Delta}=13.33,\qquad S=0.1088,\qquad \alpha=\frac1{1/13.33+0.1088}=5.44,$$

with polarizabilities in bohr$^3$ and $S$ in bohr$^{-3}$. Self-screening removes more than half of the independent-particle polarizability.

For fcc with $a=9$ bohr, $\Omega=a^3/4=182.25$ bohr$^3$. The nearest-neighbour distance, 6.36 bohr, exceeds $2b$. The explicit sum over $\mathbf G\ne0$ gives $W/d^2=0.08580$ bohr$^{-3}$. Subtracting it from $S$ leaves 0.02298 bohr$^{-3}$, which is $4\pi/(3\Omega)$. Then $x=0.1251$ and

$$\epsilon_M=\frac{1+0.2501}{1-0.1251}=1.429 .$$

Numerical inversion of the dielectric matrix in 1067 plane waves at very small $q$ gives 1.42881, and relation (5) gives the same digits. The other two values in the opening are $1+4\pi\alpha_0/\Omega=1.919$ and $1+4\pi\alpha/\Omega=1.375$.

Depolarization had to win. By the Cauchy–Schwarz inequality, $1=(\int f)^2\le V_b\int f^2$, where $V_b=4\pi b^3/3$ is the volume of the atomic sphere. Since $V_b<\Omega$, it follows that $S>4\pi/(3\Omega)$. Static local fields therefore lower $\epsilon_M$ in this model whatever its gap. The same inequality rules out a static divergence of (5): because $\alpha<1/S$,

$$x<\frac{4\pi}{3\Omega S}=\frac1{\Omega\int f^2}\le\frac{V_b}{\Omega}<1 .$$

## Second derivation: the field inside one atom

Now let the atom have any number of $l=1$ transitions, with different radial forms. Apply a macroscopic potential energy $V_0e^{i\mathbf q\cdot\mathbf r}$, defined as the whole $\mathbf G=0$ part, external and induced. Across one atom it is a constant plus a linear term, up to corrections that vanish with $q$. The constant causes no response, since $P_a$ conserves charge. The linear term is $\mathbf E\cdot\mathbf r$ with $\mathbf E=i\mathbf qV_0$, apart from a phase that varies slowly from atom to atom.

Let $n_a$ be the density induced on the atom at the origin, and $\bar V=\bar v n$ the induced potential energy without its $\mathbf G=0$ part. Separate the atom's own contribution: $\bar V=vn_a+V_{\rm other}$. Then

$$n_a=P_a(\mathbf E\cdot\mathbf r+vn_a+V_{\rm other})
\;\Rightarrow\;
n_a=\chi_a(\mathbf E\cdot\mathbf r+V_{\rm other}).\tag{6}$$

The step on the right moves $P_avn_a$ to the left and multiplies by $(1-P_av)^{-1}$. It is the resummation of self-screening that turns $\alpha_0$ into $\alpha$.

To find $V_{\rm other}$, let $\mathbf m=\int\mathbf r\,n_a$, so that the electric dipole is $\mathbf p=-\mathbf m$. Outside its sphere an $l=1$ density has the potential of a point dipole, $-\mathbf m\cdot\nabla(1/r)$. Replacing every atom by a point dipole changes $\bar V$ within the spheres alone. The change has $l=1$ form and integrates to zero, so $\bar V$ keeps its zero cell average. $V_{\rm other}$ in the central atom is unaffected.

The potential of the point-dipole lattice is $-\mathbf m\cdot\nabla\psi$, where $\psi$ is the periodic solution for unit point charges in a neutralizing background:

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

Being the gradient of a periodic function, this potential also averages to zero, as $\bar v$ requires. Near the origin, $\psi-1/r$ is regular and has Laplacian $4\pi/\Omega$. As $\nabla^2r^2=6$,

$$\psi=\frac1r+c+\frac{2\pi}{3\Omega}r^2+h_4(\mathbf r)+\dots\tag{7}$$

The remainder is harmonic and has the full symmetry of the cubic site. Inversion excludes odd $l$. For $l=2$ it would be a traceless symmetric tensor invariant under the cubic rotations, which is zero. The first term after the constant is therefore $h_4$, with $l=4$.

Apply $-\mathbf m\cdot\nabla$. The term $1/r$ gives the central dipole's own potential, which is removed. The background term gives

$$V_{\rm other}=-\frac{4\pi}{3\Omega}\,\mathbf m\cdot\mathbf r+(l\ge3)=\frac{4\pi}{3}\boldsymbol{\mathcal P}\cdot\mathbf r+(l\ge3),\qquad \boldsymbol{\mathcal P}=\frac{\mathbf p}{\Omega}.$$

This has the form $\mathbf E'\cdot\mathbf r$ with $\mathbf E'=4\pi\boldsymbol{\mathcal P}/3$, which is the Lorentz field. The spherical atom does not respond at $l=1$ to the terms with $l\ge3$. Equation (6) then gives

$$\mathbf p=\alpha\left(\mathbf E+\frac{4\pi}{3\Omega}\mathbf p\right)\;\Rightarrow\;\mathbf p=\frac{\alpha}{1-x}\mathbf E .$$

The $\mathbf q$ component of the density is $n_{\mathbf q}=-i\mathbf q\cdot\mathbf m/\Omega=i\mathbf q\cdot\mathbf p/\Omega$. With $\mathbf E=i\mathbf qV_0$ this equals $-q^2\tilde\alpha V_0/\Omega$, where $\tilde\alpha=\alpha/(1-x)$. That is the head found before, and (5) follows again.

The field acting on an atom is

$$\frac{E_{\rm loc}}{E}=1+\frac{x}{1-x}=\frac1{1-x}=\frac{\epsilon_M+2}{3}.$$

In the example it is 1.143: the Lorentz field adds 14% to the macroscopic field.

## Frequency dependence

Both derivations hold at finite $\omega$. For the single transition, define $F=4\Delta d^2$. Then

$$\frac1{\alpha(\omega)}=\frac{\Delta^2-\omega^2}{F}+S=\frac{\omega_a^2-\omega^2}{F},\qquad \omega_a^2=\Delta^2+FS .$$

Equation (4) becomes $1/\tilde\alpha=(\omega_T^2-\omega^2)/F$ with $\omega_T^2=\omega_a^2-4\pi F/(3\Omega)$, so

$$\epsilon_M(\omega)=1+\frac{4\pi F/\Omega}{\omega_T^2-\omega^2}=\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},\qquad \omega_L^2=\omega_T^2+\frac{4\pi F}{\Omega}=\omega_a^2+\frac{8\pi F}{3\Omega}.$$

Here $F=1.2$, so $\omega_a^2=0.09+1.2\times0.10878=0.2205$ and $4\pi F/(3\Omega)=1.2\times0.02298=0.0276$. The free atom absorbs at $\omega_a=0.470$ hartree, not at the gap of 0.3. In the crystal the absorption moves down to $\omega_T=0.439$ hartree (11.95 eV). The head of the screened interaction of a $GW$ calculation, $v_0[\epsilon^{-1}]_{00}=v_0/\epsilon_M$ at long wavelength, has its pole at $\omega_L=0.525$ hartree (14.29 eV). The Lorentz field lowers the first; for the second, the macroscopic depolarizing field outweighs it.

## What each derivation assumes

Both need atomic additivity of $P$, cubic symmetry, $l=1$ response and the limit $q\to0$. They differ in what else they use and in what they show when a condition fails.

**Form of the atomic response.** The first derivation takes one transition, and in return gives $\alpha$, $S$ and the inequality between depolarization and Lorentz field. The second allows any $l=1$ response. It never uses the independent-particle form of $P_a$, so a better atomic $P_a$ would change $\alpha$ but not (5). In the RPA, exchange and correlation corrections to the atomic response are missing, and $\alpha$ inherits that error.

The lowering of the static constant also survives for many transitions. There $-P$ and $\bar v$ are non-negative, and

$$-\bar\chi=(-P)^{1/2}\,(1+K)^{-1}\,(-P)^{1/2},\qquad K=(-P)^{1/2}\bar v(-P)^{1/2}\ge0,$$

so $-\bar\chi\le-P$. By (1), static local fields cannot raise $\epsilon_M$.

**Nonoverlap.** The second derivation needs it from the start, because $V_{\rm other}$ must be harmonic inside the atom. The first uses it at (2) alone and supplies the correction: overlap adds $(4\pi/3)\sum_{\mathbf R\ne0}(f*f)(\mathbf R)$ to $1/\tilde\alpha$. Compressing the fcc model to $a=5.5$ bohr, still without electron transfer, makes the overlap sum 0.00306 bohr$^{-3}$. Relation (5) then gives 4.637, while matrix inversion gives 4.151. The corrected formula also gives 4.151. A real crystal so compressed would also have electron transfer, which neither derivation covers.

**Cubic symmetry.** In a tetragonal lattice $G_iG_j/G^2$ no longer averages to one third. Write $1/\tilde\alpha_i=1/\alpha-L_i$. The trace of $W$ still fixes $\sum_iL_i=4\pi/\Omega$, but the three factors differ. For cell edges 7, 7 and 10 bohr, matrix inversion gives $\epsilon_x=1.150$ and $\epsilon_z=1.139$, against 1.146 from (5). In units of $4\pi/\Omega$ the factors are $L_x=L_y=0.511$ and $L_z=-0.022$, instead of one third each. Along $z$ the local field is slightly smaller than the macroscopic field.

**Dipolar response.** Here the second derivation is the more informative. The term $h_4$ in (7) scales as $r^4/a^5$, so a dipole lattice produces an $l=3$ potential proportional to $r^3/a^5$. If the atom can respond to it, the induced octupoles act back on the dipoles through another factor $a^{-5}$. At large $a$ the inverse effective polarizability therefore changes by a term proportional to $a^{-10}$. Adding an s→f transition with the same gap, and $\phi_f\propto r^3Y_{30}(1-r^2/b^2)$, gives in an sc lattice a reduction of $1.37\times10^{-6}$ bohr$^{-3}$ at $a=10$ bohr and $2.22\times10^{-7}$ bohr$^{-3}$ at 12 bohr. The power between these two points is $-10.0$. At $a=7$ bohr $\epsilon_M$ is 1.21360 instead of 1.21354. For this atom in this sc lattice, with 1 bohr between neighbouring spheres, the octupole response changes $\epsilon_M$ by $6\times10^{-5}$, so the dipolar form of (5) remains accurate there.
